\section*{Zero-field splitting of two dangling-bond spins 0.5 nm apart}

\section*{Question}

I am working on an exercise about paramagnetic defects in a low-$k$ organosilicate film. Two dangling bonds, each with one unpaired electron, sit 0.5 nm apart and are coupled into a triplet. I am to treat the spins as point dipoles and show that the axial zero-field splitting parameter $D$ has a magnitude near 620 MHz.

I wrote down the energy of two magnetic dipoles and evaluated the prefactor $\mu_0 g^2\mu_B^2/(4\pi r^3)$. Divided by Planck's constant it comes to 416 MHz, which is too small by a factor of about 1.5. I can't see where that factor comes from. I also don't understand why the exchange coupling, which could be far larger than the dipolar one, doesn't appear in $D$. Finally, is the 0.5 nm the distance between the two silicon atoms, and does it matter?

\section*{Answer}

Your prefactor is right, but it is not yet $D$. The parameter $D$ multiplies an operator of the \emph{total} spin, and the missing $3/2$ appears when the product of two spins is rewritten in terms of that total spin. The distance does matter: it is the distance between the centres of the two spin densities, and for directed orbitals these are not the nuclei.

\subsection*{The dipolar Hamiltonian}

Let $\mathbf S_1,\mathbf S_2$ be dimensionless spin-$\tfrac12$ operators with the same isotropic $g$, and $\mathbf n$ the unit vector from one to the other. The moments are $\mathbf m_i=-g\mu_B\mathbf S_i$. At distance $r$ the first produces the field
\begin{equation}
\mathbf B=\frac{\mu_0}{4\pi r^3}\left[3\mathbf n(\mathbf n\cdot\mathbf m_1)-\mathbf m_1\right].
\end{equation}
The energy of the second is $-\mathbf m_2\cdot\mathbf B$. The two minus signs in the moments cancel, so
\begin{equation}
H=A\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right],
\qquad A=\frac{\mu_0}{4\pi}\frac{g^2\mu_B^2}{r^3}.
\label{H}
\end{equation}
In atomic units $\mu_B=e\hbar/2m_e=\tfrac12$. Since $4\pi\varepsilon_0=1$ and $c=1/\alpha$, with $\alpha$ the fine-structure constant, $\mu_0/4\pi=1/(4\pi\varepsilon_0c^2)=\alpha^2$. With $R$ the distance in bohr,
\begin{equation}
A=\frac{g^2\alpha^2}{4R^3}.
\end{equation}

\subsection*{Where the factor 3/2 comes from}

Let $\mathbf S=\mathbf S_1+\mathbf S_2$. A spin-$\tfrac12$ component squares to $\tfrac14$, and operators of different spins commute, so
\begin{equation}
(\mathbf S\cdot\mathbf n)^2=\tfrac14+\tfrac14+2(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n).
\end{equation}
Solving for the product and inserting it in Eq.~\eqref{H} gives
\begin{equation}
H=A\left[\mathbf S_1\cdot\mathbf S_2-\tfrac32(\mathbf S\cdot\mathbf n)^2+\tfrac34\right].
\label{total}
\end{equation}
Both operators here commute with $\mathbf S^2$, so $H$ does not mix singlet and triplet. From $\mathbf S^2=\tfrac34+\tfrac34+2\mathbf S_1\cdot\mathbf S_2$, the scalar product is $\tfrac12(2-\tfrac32)=\tfrac14$ in the triplet and $-\tfrac34$ in the singlet. The singlet also has $\mathbf S\cdot\mathbf n=0$, so its dipolar energy is $A(-\tfrac34+\tfrac34)=0$. In the triplet,
\begin{align}
H_{\rm triplet}&=A\left[\tfrac14+\tfrac34-\tfrac32(\mathbf S\cdot\mathbf n)^2\right]\nonumber\\
&=-\tfrac32A\left[(\mathbf S\cdot\mathbf n)^2-\tfrac23\right].
\end{align}
The usual zero-field Hamiltonian for $S=1$, with $z$ along $\mathbf n$, is
\begin{equation}
H_{\rm ZFS}=D\left(S_z^2-\tfrac23\right)+E\left(S_x^2-S_y^2\right).
\end{equation}
Comparison gives $E=0$, because $\mathbf n$ is the one direction in the problem, and
\begin{equation}
D=-\frac32A=-\frac32\frac{\mu_0}{4\pi}\frac{g^2\mu_B^2}{r^3}=-\frac38\frac{g^2\alpha^2}{R^3}.
\label{D}
\end{equation}

Exchange, $J\,\mathbf S_1\cdot\mathbf S_2$, equals $J/4$ in all three triplet states. It moves the triplet relative to the singlet but cannot split it, however large $J$ is. That is why it is absent from $D$ in this model.

\subsection*{The number}

With $r=0.5$ nm, $R=9.4486$ and $R^3=843.5$. Taking $g=2.002319$, $\alpha=0.00729735$ and one hartree divided by $h$ as $6.579684\times10^9$ MHz,
\begin{equation}
\frac Ah=\frac{(2.002319)^2(0.00729735)^2}{4\times843.5}\times6.579684\times10^9\ {\rm MHz}
=416.3\ {\rm MHz},
\end{equation}
which is your number. Therefore
\begin{equation}
\frac Dh=-\frac32\times416.3\ {\rm MHz}=-624.5\ {\rm MHz},
\end{equation}
or $|D|=2.58\times10^{-6}$ eV. The requested 620 MHz is this value rounded. From here on, energies in MHz are understood as divided by $h$.

The levels show what your 416 MHz means. The states with $m=\pm1$ along $\mathbf n$ have energy $D/3=-208.2$ MHz, and $m=0$ has $-2D/3=+416.3$ MHz. You had found the height of the $m=0$ level above the mean of the triplet. The gap between the levels is $416.3+208.2=624.5$ MHz.

The sign has a simple meaning. For $m=\pm1$ both moments point along the line joining them, head to tail, which is the favourable arrangement of two dipoles. The pair $m=\pm1$ therefore lies lowest, and $D$ is negative.

For other distances, $|D|r^3=78.06$ MHz nm$^3$. Differentiation gives $\delta D/D=-3\,\delta r/r$ for small changes, so a small relative error in the distance is tripled in $D$. At 0.45 nm the magnitude is 857 MHz and at 0.55 nm it is 469 MHz.

\subsection*{How $D$ shows up in a magnetic field}

Add the Zeeman energy $b\,\mathbf S\cdot\mathbf e$, with $b=g\mu_BB$ and $\mathbf e$ the field direction. Take $b>|D|$; at 0.34 T, $b$ is roughly 9500 MHz. For field along $\mathbf n$ the levels are $b+D/3$, $-2D/3$ and $-b+D/3$. The two adjacent transition frequencies are $b+D$ and $b-D$, which differ by $2|D|=1249$ MHz.

For field along $x$, perpendicular to $\mathbf n$, use the states $T_x,T_y,T_z$ defined by $S_iT_i=0$. The zero-field term gives $T_x$ and $T_y$ the energy $D/3$ and $T_z$ the energy $-2D/3$. The field leaves $T_x$ alone and couples $T_y$ to $T_z$ with an element of magnitude $b$. That two-state block has mean energy $-D/6$ and half-difference $D/2$, so the levels are
\begin{equation}
\frac D3,\qquad -\frac D6\pm\sqrt{b^2+\frac{D^2}{4}}.
\end{equation}
The first lies between the other two. The upper frequency minus the lower one is the sum of the outer levels minus twice the middle one, $-D/3-2D/3=-D$. The separation is thus $|D|=624.5$ MHz. Both separations refer to frequencies at one fixed field. An amorphous film contains all orientations of $\mathbf n$, so its spectrum is spread out rather than made of two sharp lines.

\subsection*{Which distance is 0.5 nm?}

A dangling bond is an extended orbital. For $r\neq0$,
\begin{equation}
\frac{\delta_{ij}-3n_in_j}{r^3}=-\partial_i\partial_j\frac1r ,
\end{equation}
so for extended orbitals we average $\partial_i\partial_j(1/r_{12})$ over the positions of the two electrons and remove the trace. Call the result $T_{ij}$. The Hamiltonian is $-\tfrac14g^2\alpha^2\sum_{ij}T_{ij}S_{1i}S_{2j}$. Because $T$ is symmetric and traceless, and the symmetric part of $S_{1i}S_{1j}$ is $\delta_{ij}/4$, the one-spin terms drop out of $\sum T_{ij}S_iS_j$. In the triplet this leaves $\sum T_{ij}S_{1i}S_{2j}=\tfrac12\sum T_{ij}S_iS_j$. For axial symmetry $T_{xx}=T_{yy}=-T_{zz}/2$, and with $S_x^2+S_y^2=2-S_z^2$,
\begin{equation}
\sum_{ij}T_{ij}S_iS_j=T_{zz}\left[S_z^2-\tfrac12(2-S_z^2)\right]=\tfrac32T_{zz}\left(S_z^2-\tfrac23\right).
\end{equation}
Hence
\begin{equation}
D=-\tfrac14g^2\alpha^2\cdot\tfrac12\cdot\tfrac32\,T_{zz}=-\tfrac{3}{16}g^2\alpha^2\,T_{zz}.
\end{equation}
For points $T_{zz}=2/R^3$, and Eq.~\eqref{D} returns.

A triplet needs an antisymmetric spatial function. For normalized real orbitals $a,b$ with overlap $s$ it is $[a(1)b(2)-b(1)a(2)]/\sqrt{2(1-s^2)}$, so each average is (direct $-$ exchange)$/(1-s^2)$. I evaluated the integrals analytically with Gaussian functions, using the silicon $3s$ and $3p$ functions of the STO-3G basis. Two spherical $3s$ orbitals 0.5 nm apart give $-624.5$ MHz, the point value: non-overlapping spherical densities act on each other as if concentrated at their centres.

An $sp^3$ hybrid, $\tfrac12s+\tfrac{\sqrt3}2p_z$, is different. Its centre of density is displaced from the nucleus by $\tfrac{\sqrt3}{2}\langle s|z|p_z\rangle=0.053$ nm. With the nuclei held 0.5 nm apart and the hybrids on the axis:
\begin{itemize}
\item Lobes facing each other have centres $0.5-2\times0.053=0.394$ nm apart. The orbitals give $D=-1294$ MHz; the point formula at 0.394 nm gives $-1274$ MHz.
\item Lobes back to back have centres 0.606 nm apart. The orbitals give $-380$ MHz; the point formula at 0.606 nm gives $-351$ MHz.
\end{itemize}
So if 0.5 nm is the distance between nuclei, these orbitals give about twice 624 MHz or about 0.6 times it. If it is the distance between centres of spin density, the point model does much better: the same orbitals with centres held at 0.5 nm give $-634$ MHz facing, $-669$ MHz pointing the same way and $-715$ MHz back to back. These magnitudes exceed the point value by 2, 7 and 15 per cent. The STO-3G functions are compact, and these numbers are not converged with respect to the orbitals. With Hartree-Fock atomic $3s$ and $3p$ orbitals of silicon the displacement is 0.062 nm, the values at fixed nuclei are about $-1550$ to $-1590$ MHz facing and $-390$ to $-410$ MHz back to back, depending on the atomic calculation, and the excesses at fixed centres are about 7, 20 and 27 per cent. The trends are the same, but the STO-3G figures understate the departure from the point model.

Part of the remainder follows from the shape of the orbitals. Expand the Coulomb energy of two unit densities about their centres, where their dipole moments vanish:
\begin{equation}
V(R)=\frac1R+\frac{\Theta_a+\Theta_b}{R^3}+\cdots,\qquad
V''(R)=\frac2{R^3}\left[1+\frac{6(\Theta_a+\Theta_b)}{R^2}+\cdots\right].
\end{equation}
Moving one density rigidly along the axis differentiates $1/r_{12}$ under the average, so without overlap $T_{zz}=V''(R)$, and the bracket is the factor by which $D$ exceeds the point value. Here $\Theta$ is the average of $(3z^2-\rho^2)/2$ about the centre, with $\rho$ the distance from it. For this hybrid $\Theta=0.374$ bohr$^2$, so the correction at 0.5 nm is $12\times0.374/9.4486^2=5$ per cent. This $\Theta$ is a difference of two larger terms and is sensitive to the radial functions: the Hartree-Fock orbitals give 1.27 bohr$^2$ and 17 per cent. At 10 nm, where higher terms are small, the rule gives a relative excess of $1.255\times10^{-4}$ and the integrals, for lobes pointing the same way, give $1.257\times10^{-4}$. The differences between the three orientations at 0.5 nm probably come mostly from odd higher moments, which change sign when a lobe is reversed, but I have not separated these from overlap.

\subsection*{What else could spoil the estimate}

\textbf{Unequal $g$ values.} If they differ by $\delta g$, the Zeeman energy contains $\tfrac12\delta g\,\mu_BB(S_{1z}-S_{2z})$, with $z$ now along the field. This operator turns the $m=0$ triplet state into the singlet, with matrix element $\tfrac12\delta g\,\mu_BB$. For a rough $\delta g=0.005$ at 0.34 T it is 12 MHz. The triplet description needs these two states to be separated by much more than that, which is where $J$ can matter. At 0.5 nm the dipolar term alone separates them, in a strong field, by $\tfrac12A(3\cos^2\theta-1)$, with $\theta$ the angle between the field and $\mathbf n$. This is 416 MHz along $\mathbf n$, so $J$ is needed for this purpose only near $\theta=54.7^\circ$, where that gap vanishes.

\textbf{Spin-orbit coupling.} It shifts $g$ in first order. It also adds to the exchange a first-order term of the form $\mathbf d\cdot(\mathbf S_1\times\mathbf S_2)$, with $\mathbf d$ a constant vector. This term changes sign when the two spins are interchanged, so it connects singlet and triplet but has no matrix elements within the triplet. The triplet is therefore split only in second order. With $|\mathbf d|\approx(\Delta g/g)|J|$ this term alone splits it by $d^2/4|J|$. Symmetric spin-orbit terms of the same order also appear, and in a model with one orbital per site and purely kinetic exchange they cancel this splitting exactly. So $(\Delta g/g)^2|J|$ is best read as an upper scale for the contribution to $D$. With $\Delta g=0.005$ this reaches one per cent of $|D|$ at $|J|\approx4\times10^{-3}$ eV. This is an order-of-magnitude estimate; for much stronger exchange the purely dipolar result should not be trusted without a calculation. Such exchange can occur at this distance. For two SiH$_3$ radicals with silicon nuclei 0.5 nm apart, a rough two-orbital configuration-interaction calculation in the def2-SVP basis puts the singlet lowest, by about 0.06 eV with lobes facing and 0.007 eV back to back (0.06 to 0.07 eV and 0.006 to 0.009 eV when the silicon basis is enlarged or the singlet orbitals are relaxed), so the triplet there is a thermally populated excited state.

\textbf{Nuclear spins.} Take a rough hyperfine coupling $a=1200$ MHz for silicon-29, whose nuclear spin is $\tfrac12$, and an abundance of 4.7 per cent. A fraction $1-0.953^2=9.2$ per cent of the pairs then has at least one such nucleus. With one, and for strong exchange, $\langle S_{1z}\rangle$ is $\tfrac12$ in the $m=1$ state and zero in $m=0$. To first order each line splits by $a/2=600$ MHz, nearly as large as $|D|$ itself; at 0.34 T second-order terms change this to about 580 MHz for one line and 620 MHz for the other. These pairs need a separate analysis; the other 91 per cent lack this splitting.

\textbf{Temperature.} At 300 K, $kT=0.0259$ eV and $|D|/kT=1.0\times10^{-4}$. In zero field each $m=\pm1$ level holds only $3.3\times10^{-5}$ of the triplet population more than $m=0$. Heat nearly equalizes the populations; at fixed geometry it does not change $D$ in this model.

\subsection*{The real film}

Silicon dangling bonds are a plausible result of plasma or ultraviolet damage to an organosilicate film, but 0.5 nm is a close pair, not a typical spacing. Even at an assumed high density of $10^{19}$ cm$^{-3}$ there is one spin per 100 nm$^3$. Setting $r^3=100$ nm$^3$ gives $|D|\approx78.06/100\approx0.8$ MHz. For randomly placed spins the median nearest neighbour is closer, about 2.5 nm away, which gives $|D|\approx5$ MHz, and only about 0.5 per cent have a neighbour within 0.5 nm. These small values only measure the size of the dipolar coupling: without appreciable exchange, the 12 MHz element from unequal $g$ values exceeds them and such pairs are not triplets. For field along $\mathbf n$ the line of each spin is then split by $2A=\tfrac43|D|$ instead of $2|D|$. A splitting near 620 MHz would therefore point to defects created together or on neighbouring sites, provided that it has been shown to be dipolar. The assumption most exposed in a real network is that the spin centres are known: with nuclei fixed at 0.5 nm, the two axial arrangements above span 380 to 1294 MHz with STO-3G hybrids and roughly 400 to 1600 MHz with Hartree-Fock atomic orbitals; the open-shell Hartree-Fock orbitals of two SiH$_3$ radicals give about 420 and 1570 MHz in def2-SVP, and 390 and 1670 MHz with def2-TZVP on silicon. That range leaves out lobes tilted from the axis, for which $E$ need not vanish, spin density on neighbouring atoms and relaxation of the network. Inverting a measured $|D|$ through $r=(78.06/|D|)^{1/3}$, with $r$ in nm and $|D|$ in MHz, thus estimates the distance between compact spin centres, not a bond length. It applies to pairs that are true triplets, and for the SiH$_3$ pairs it returns a distance about 6 per cent shorter than that between the centres of the two orbitals.
